# Absorbed Power in a Standing Wave Follows Electric Field, Not Flux

A 150 nm resist film on bare silicon is exposed to 20 mJ/cm² of 193 nm light. In a model of this film, the resist absorbs 540 J/cm³ at a depth of 131 nm, but only 16 J/cm³ at 103 nm. Yet the net energy flux is slightly smaller at the first depth than at the second: 0.316 against 0.355 of the incident flux. Multiplying the absorption coefficient by the net flux would give 82 and 93 J/cm³, so this rule fails in size and even puts the two depths in the wrong order.

## The counter-example

Light falls normally from air on a film occupying \(0<z<d\). The film has refractive index \(N=n+i\kappa=1.70+0.02i\), and the silicon below has \(N_s=0.90+2.80i\). Fields vary as \(e^{-i\omega t}\), with complex peak amplitudes, so a positive \(\kappa\) means absorption. Let \(k_0=2\pi/\lambda\), and let \(Z_0\) be the impedance of vacuum. With \(E\) along \(x\) and \(H\) along \(y\), Maxwell's equations in the film are

\[
\frac{dE}{dz}=ik_0Z_0H,\qquad \frac{dH}{dz}=\frac{ik_0N^2}{Z_0}E .
\]

Eliminating \(H\) gives \(E''=-k_0^2N^2E\). The solution is a forward wave plus a backward wave:

\[
E=a+b,\quad a=Ae^{ik_0Nz},\quad b=Be^{-ik_0Nz},\quad H=\frac{N}{Z_0}(a-b).
\]

**Amplitudes.** The silicon carries only an outgoing wave, of amplitude \(t\) at the interface. Continuity of \(E\) and \(H\) at \(z=d\) requires \(a+b=t\) and \(N(a-b)=N_st\). Dividing one by the other and solving for \(b/a\) gives

\[
\left.\frac ba\right|_{d}=r_{12}=\frac{N-N_s}{N+N_s}
=\frac{0.80-2.78i}{2.60+2.82i},
\]

which has magnitude 0.754 and phase \(-121.3^\circ\). Hence \(B=Ar_{12}e^{2ik_0Nd}\).

At the top, take unit incident amplitude and reflected amplitude \(r\). Continuity gives \(1+r=A+B\) and \(1-r=N(A-B)\). Their sum removes \(r\):

\[
2=A(1+N)+B(1-N),\qquad
A=\frac{2}{(1+N)+(1-N)r_{12}e^{2ik_0Nd}} .
\]

The numbers are \(|A|=0.693\) and \(|B|=0.430\).

**Positions of the fringes.** The ratio of backward to forward wave at depth \(z\) is

\[
\rho(z)=\frac ba=r_{12}e^{2ik_0N(d-z)} .
\]

Its phase advances by \(360^\circ\) over the fringe period \(\lambda/(2n)=56.8\) nm, counted upwards from the silicon. The waves add when the phase is zero, at a height \((121.3/360)\times56.8=19.1\) nm. They oppose when it is \(180^\circ\), at a height \((301.3/360)\times56.8=47.5\) nm. These are the depths 131 nm and 103 nm. Attenuation shifts the extrema very little here.

The absorption coefficient is \(\alpha=2k_0\kappa=4\pi\kappa/\lambda=1.30\ \mu\mathrm{m}^{-1}\). Since \(|\rho|=|r_{12}|e^{-\alpha(d-z)}\), it is 0.736 at the antinode and 0.709 at the node. The forward wave has \(|a|^2=|A|^2e^{-\alpha z}\), or 0.405 and 0.420. Therefore

\[
|E|^2_{\rm antinode}=0.405(1+0.736)^2=1.22,
\]
\[
|E|^2_{\rm node}=0.420(1-0.709)^2=0.0356 ,
\]

relative to the incident \(|E|^2\).

**Net flux.** The cycle-averaged flux is \(S=\tfrac12\mathrm{Re}(EH^*)\). Inserting the two waves,

\[
2Z_0S=\mathrm{Re}\left[(n-i\kappa)(a+b)(a^*-b^*)\right].
\]

The product of the brackets is \(|a|^2-|b|^2+a^*b-ab^*\), and the last two terms equal \(2i\,\mathrm{Im}(a^*b)\). Thus

\[
2Z_0S=n(|a|^2-|b|^2)+2\kappa\,\mathrm{Im}(a^*b).
\tag{1}
\]

At the two chosen depths \(\rho\) is nearly real, so the last term is negligible. The incident flux is \(1/(2Z_0)\) in these units, and the relative net fluxes are

\[
1.70\times0.405(1-0.736^2)=0.316,
\]
\[
1.70\times0.420(1-0.709^2)=0.355 .
\]

**Absorbed energy.** In this one-dimensional steady state, the power absorbed per volume is the flux lost per length, \(Q=-dS/dz\). Differentiate the flux:

\[
-\frac{dS}{dz}=-\tfrac12\mathrm{Re}\left(\frac{dE}{dz}H^*+E\frac{dH^*}{dz}\right).
\]

The first product is \(ik_0Z_0|H|^2\), which has no real part. The second is \(-ik_0(N^2)^*|E|^2/Z_0\). Its real part is \(-k_0\,\mathrm{Im}(N^2)|E|^2/Z_0\), and \(\mathrm{Im}(N^2)=2n\kappa\). Hence

\[
Q=-\frac{dS}{dz}=\frac{k_0\,2n\kappa}{2Z_0}|E|^2=\frac{\alpha n}{2Z_0}|E|^2 .
\tag{2}
\]

For an incident dose \(D\), the absorbed energy density is \(\alpha nD\) times the relative \(|E|^2\). With \(\alpha=1.302\times10^4\ \mathrm{cm}^{-1}\) and \(D=0.020\ \mathrm{J/cm^2}\), this prefactor is 443 J/cm³. Multiplication by 1.22 and 0.0356 gives 540 and 16 J/cm³, a ratio of about 34. The flux rule instead multiplies \(\alpha D=260\) J/cm³ by 0.316 and 0.355, which yields 82 and 93 J/cm³.

The flux at a point tells how much power passes through it. The absorption tells how steeply that flux is falling. The flux descends through the film like a staircase, steep at antinodes and nearly level at nodes.

## The general statement

In a linear, isotropic, local and non-magnetic medium with relative permittivity \(\varepsilon=N^2=\varepsilon'+i\varepsilon''\), the cycle-averaged absorbed power density is

\[
Q=\tfrac12\omega\varepsilon_0\varepsilon''|\mathbf E|^2=-\nabla\cdot\mathbf S .
\tag{3}
\]

This holds for travelling and standing waves alike. For one plane wave that decays along its direction of travel, as at normal incidence, \(Q\) equals \(\alpha S\), as shown below; once a reflected wave is present, the two generally differ.

**Proof from work.** A magnetic force is perpendicular to a charge's velocity and does no work. In the macroscopic description, the field therefore delivers power \(\mathbf J\cdot\mathbf E\) per volume to the polarization current \(\mathbf J=\partial\mathbf P/\partial t\). For two oscillating quantities the product contains a constant part \(\tfrac12\mathrm{Re}(\mathbf J^*\cdot\mathbf E)\) and a part at frequency \(2\omega\), which averages to zero. With \(\mathbf P=\varepsilon_0(\varepsilon-1)\mathbf E\), the current amplitude is \(\mathbf J=-i\omega\varepsilon_0(\varepsilon-1)\mathbf E\), so

\[
Q=\tfrac12\omega\varepsilon_0\,\mathrm{Re}\left[i(\varepsilon'-1-i\varepsilon'')\right]|\mathbf E|^2
=\tfrac12\omega\varepsilon_0\varepsilon''|\mathbf E|^2 .
\]

**Proof of the flux balance.** Use \(\nabla\times\mathbf E=i\omega\mu_0\mathbf H\) and \(\nabla\times\mathbf H^*=i\omega\varepsilon_0\varepsilon^*\mathbf E^*\) in the identity for the divergence of a cross product:

\[
\nabla\cdot(\mathbf E\times\mathbf H^*)
=\mathbf H^*\cdot(\nabla\times\mathbf E)-\mathbf E\cdot(\nabla\times\mathbf H^*)
\]
\[
=i\omega\mu_0|\mathbf H|^2-i\omega\varepsilon_0\varepsilon^*|\mathbf E|^2 .
\]

The first term is imaginary. The real part of the second is \(-\omega\varepsilon_0\varepsilon''|\mathbf E|^2\). Since \(\mathbf S=\tfrac12\mathrm{Re}(\mathbf E\times\mathbf H^*)\), half of this real part is \(\nabla\cdot\mathbf S\), which proves equation (3). Because \(\omega\varepsilon_0=k_0/Z_0\) and \(\varepsilon''=2n\kappa\), it reduces to equation (2) in the film.

If the medium had a complex permeability \(\mu\), the magnetic term would become \(i\omega\mu_0\mu|\mathbf H|^2\) and would add \(\tfrac12\omega\mu_0\mu''|\mathbf H|^2\) to the absorption. The electric field alone would then no longer suffice.

## When the flux rule works

For one travelling wave, \(b=0\). Equation (1) gives \(S=n|E|^2/(2Z_0)\), and equation (2) becomes \(Q=\alpha S\). The familiar rule rests on this proportionality between flux and squared field. If the word "intensity" is used for \(n|E|^2/(2Z_0)\), then \(\alpha\) times intensity remains correct in a standing wave, but that intensity is no longer the net flux.

With both waves present, divide equation (2) by \(\alpha\) times equation (1) and cancel \(|a|^2\):

\[
\frac{Q}{\alpha S}=\frac{|1+\rho|^2}{1-|\rho|^2+2(\kappa/n)\mathrm{Im}\rho}.
\tag{4}
\]

For weak absorption, \(\rho\approx|\rho|\) at an antinode. The ratio becomes \((1+|\rho|)^2/(1-|\rho|^2)=(1+|\rho|)/(1-|\rho|)\). At a node it is \((1-|\rho|)/(1+|\rho|)\). The example gives \(1.736/0.264\approx6.6\) and \(0.291/1.709\approx0.17\).

Adding the one-way fluxes, \(n|a|^2/(2Z_0)\) and \(n|b|^2/(2Z_0)\), repairs only the average over whole fringe periods. The true squared field is

\[
|E|^2=|a|^2+|b|^2+2\,\mathrm{Re}(a^*b).
\]

The decay of \(a\) cancels the growth of \(b\) in \(a^*b\), whose magnitude is therefore constant. Its phase turns once per fringe period, so the last term averages to zero over a full period. The film is 2.64 periods thick, so over the whole film the summed fluxes give an absorbed fraction of 0.213, about 9% below the true 0.234 found below. Locally it does not vanish: the summed fluxes predict 276 and 280 J/cm³ at the antinode and node, where the true values are 540 and 16.

The net-flux rule also misses the total. The reflected fraction \(|A+B-1|^2\) is 0.487, and the flux entering the silicon is 0.279 of the incident flux. The film must absorb the remainder, 0.234. Numerical integration of \(\alpha S\) through the film gives only 0.077, too small by a factor of 3.0.

## The perfect-mirror limit

Replace the silicon by an ideal mirror at which \(E=0\). For weak absorption the field at distance \(s\) from the mirror is proportional to \(\sin(k_0ns)\), so \(Q=Q_m\sin^2(k_0ns)\), where \(Q_m\) is the antinode value. No power enters the mirror. The net flux at \(s\) is therefore what the film still has to absorb below that point:

\[
S(s)=\int_0^sQ\,ds'=Q_m\left[\frac s2-\frac{\sin(2k_0ns)}{4k_0n}\right].
\]

At the first antinode, \(s=\lambda/(4n)=28.4\) nm and \(2k_0ns=\pi\). The sine vanishes, leaving

\[
\frac{\alpha S}{Q}=\frac{\alpha s}{2}=0.018 .
\]

The flux rule gives about 2% of the true absorption there. As \(\alpha\) tends to zero at fixed field, this fraction also tends to zero, while \(Q/\alpha\) stays finite. Opposite fluxes cancel, but the electric field continues to drive the absorbers.

## Oblique light

For light polarized in the plane of incidence, \(|\mathbf E|^2\) must include the component normal to the film. At angle \(\theta\) inside a weakly absorbing film, the two waves have field directions \((\cos\theta,-\sin\theta)\) and \((\cos\theta,\sin\theta)\). Their scalar product is \(\cos^2\theta-\sin^2\theta=\cos2\theta\), so the interference term is multiplied by this factor.

A ray at numerical aperture 0.75 has \(\sin\theta=0.75/1.70\), hence \(\theta=26.2^\circ\). At fixed \(|\rho|\), the fringe contrast falls to 0.61 of its value for parallel fields. The period grows to \(\lambda/(2n\cos\theta)=63\) nm.

## Comparison with a real exposure

The optical constants and dose are rough typical values for a chemically amplified resist in 193 nm lithography. The model has no native oxide: a 2 nm oxide of index 1.56 would move the fringes about 2 nm deeper and change 540 and 16 J/cm³ to about 514 and 14.5. It also assumes normal incidence, whereas a scanner illuminates over a range of angles. For unpolarized light filling a pupil uniformly out to \(\sin\theta=0.75\) in air, the antinode-to-node ratio falls from 34 to about 11, while \(Q/(\alpha S)\) at the antinode stays near 6.6. Bare silicon is a deliberately severe case, since an antireflection layer is normally used to reduce \(|\rho|\). If \(|\rho|\) were 0.1, the extremes of \(Q/(\alpha S)\) would be \(1.1/0.9\approx1.2\) and 0.8. Acid diffusion during baking also softens the chemical pattern. A Gaussian blur of standard deviation 10 nm multiplies a fringe of period 56.8 nm by \(\exp[-(2\pi\times10/56.8)^2/2]=0.54\), if acid is proportional to absorbed energy and film boundaries are ignored. It does not change where the light was absorbed.

Bleaching changes the ratio \(Q/(\alpha S)\) only slightly. The film absorbs on average 0.30 photons per nm³. If each destroyed one of roughly 3 absorbers per nm³, \(\kappa\) would fall by about 10%. Applying that reduction uniformly changes the antinode ratio only from 6.56 to 6.64. Bleaching would in fact follow the fringes, about 16% at the antinode and under 1% at the node. The ratio then ends at 6.66, while the energy absorbed at the antinode falls from 540 to about 500 J/cm³. Heating is modest as well: with the dose spread over 40 pulses, a heat capacity of 1.5 J/(cm³ K) and no heat moving during a pulse, the hottest part of the film would warm by about 9 K per pulse. This is an upper estimate, because heat evens out between neighbouring fringes in about a nanosecond, while a pulse typically lasts tens of nanoseconds. These rises do not add up: for a thermal diffusivity of roughly \(10^{-7}\) m²/s, heat crosses the film in a time of order \((150\ \mathrm{nm})^2/(10^{-7}\ \mathrm{m^2/s})\approx0.2\ \mu\mathrm{s}\), so it drains into the silicon long before the next pulse of a laser firing a few thousand times per second. The resulting change of refractive index is not included in the model.

All numerical values are calculated from the stated model.
